# How vacancy disorder can weaken the temperature dependence of zirconia's thermal conductivity

**Q:** My dense yttria-stabilised zirconia samples conduct heat at a rate that hardly changes between room temperature and 1200 K. My explanation is that oxygen vacancies shorten most phonon paths before umklapp scattering can dominate. Is that sufficient?

**A:** Not as it stands. "Most phonon paths" counts modes, whereas conductivity counts heat, and a small group of long-path modes can carry a large share of it. To see what the explanation needs, take a model with three equal acoustic branches of speed $v$ and one lattice site per volume $\delta^3$. The density of modes is $3\omega^2/(2\pi^2v^3)$. Setting its integral equal to $3/\delta^3$ gives the cutoff
$$\omega_D=(6\pi^2)^{1/3}v/\delta .$$

A mode has heat capacity $k_Bc(\omega)$, with $c=1$ classically, and mean free path $\ell$. The kinetic formula, one third of heat capacity times speed times path, gives
$$\kappa=\frac13\int_0^{\omega_D}\frac{3\omega^2}{2\pi^2v^3}k_Bc\,v\ell\,d\omega
=\frac{k_B}{2\pi^2v^2}\int_0^{\omega_D}c\,\omega^2\ell\,d\omega. \tag{1}$$

I assume that scattering rates add:
$$\frac1\tau=A\omega^4+BT\omega^2,\qquad \ell=v\tau. \tag{2}$$
The first term is disorder and the second umklapp. The latter is linear in $T$ because the occupation of a classical mode is about $k_BT/\hbar\omega$; its $\omega^2$ form is a model assumption. I use it above about half the Debye temperature.

**Q:** Why should a vacancy scatter as $\omega^4$, and how strongly?

**A:** Consider a simple cubic lattice with one displacement $u$ per site, mass $M$ and nearest-neighbour springs $K$. At long wavelength $v^2=K\delta^2/M$. Let $D$ be the spring matrix divided by $M$, so that a perfect lattice obeys $(\omega^2-D)u=0$. A defect changes this to $(\omega^2-D-W)u=0$.

Write its scattering amplitude between normalised plane waves as $t/N$, where $N$ is the number of sites. Scattering gives $\omega^2$ an imaginary part
$$-\pi\sum_{\mathbf k'}|t/N|^2\delta(\omega^2-\omega_{k'}^2)$$
per defect. A small change in $\omega^2$ is $2\omega$ times the change in $\omega$, so the frequency acquires this quantity divided by $2\omega$. Energy varies as amplitude squared, so its decay rate is twice the magnitude of that imaginary frequency. Let $c$, in this derivation and in $\Gamma$ below, be the fraction of sites that are defects, not the heat capacity. For $cN$ independent defects,
$$\frac1\tau=\frac{\pi cN}{\omega N^2}\sum_{\mathbf k'}|t|^2\delta(\omega^2-\omega_{k'}^2).$$
The sum over final states, without $|t|^2$, is
$$\frac{N\delta^3}{2\pi^2}\int k'^2dk'\,\frac{\delta(\omega'-\omega)}{2\omega}
=\frac{N\delta^3\omega}{4\pi^2v^3}.$$
Therefore
$$\frac1\tau=\frac{c\,\delta^3}{4\pi v^3}\langle |t|^2\rangle, \tag{3}$$
with the average taken over final directions.

Now find $t$. A missing mass $mM$ removes inertia and contributes $m\omega^2$, the same in all directions. Severed springs respond to the slope of the wave. For a slope along $x$, the two $x$ neighbours move oppositely, described by the unit vector $|p\rangle=(|{+x}\rangle-|{-x}\rangle)/\sqrt2$. Removing their springs to the central site gives $W=-(K/M)|p\rangle\langle p|$ in this channel. A plane wave has $\langle p|\mathbf k\rangle\simeq i\sqrt2\,k_x\delta$. Summing over three axes gives the first-order amplitude
$$-\frac KM\,2\delta^2\,\mathbf k'\cdot\mathbf k=-2\omega^2\cos\theta .$$
The motions in which opposite neighbours move alike stretch the springs at order $k^2$. When the whole atom is removed with its springs, they enter the amplitude at order $k^4$ and drop out.

**Q:** Removing all the springs is not a small perturbation. Can you stop at first order?

**A:** No, because the neighbours relax. Let $q=\langle p|u\rangle$ be their actual opposite displacement and $q_0$ its value in the incoming wave. At low frequency the severed springs act as a force $Kq$ on the intact lattice, which answers with a further displacement $gq$. Thus $q=q_0+gq$, or $q=q_0/(1-g)$. In Fourier space, with wave numbers in units of $1/\delta$,
$$g=\int_{-\pi}^{\pi}\frac{d^3k}{(2\pi)^3}
\frac{1-\cos2k_x}{\sum_j2(1-\cos k_j)}.$$
The factor 2 in the amplitude becomes $\alpha=2/(1-g)$. With $g=0.2098$, $\alpha=2/0.7902=2.531$. A separate force-balance solution of a finite network with one node removed gives 2.530.

The complete amplitude is $t=\omega^2(m-\alpha\cos\theta)$. The angular averages $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/3$ lead to
$$A=\frac{\delta^3\Gamma}{4\pi v^3},\qquad
\Gamma=cS^2,\qquad S^2=m^2+\frac{\alpha^2}{3}. \tag{4}$$
For an atom removed from the monatomic lattice, $m=1$, because cutting all its springs detaches its whole mass. For this case the full scattering matrix was tested against equation (4); the ratio of the rates tends to 0.9999 at long wavelength. In a host with atoms of different mass, a long wave moves neighbouring atoms together and feels only the mean density. There $m$ is the removed mass divided by the mean site mass.

Equation (4) is the rate at which a mode loses energy to other directions. I use it as the relaxation rate in equation (2) up to the cutoff. Since it was derived for long waves, its $\omega^4$ form at high frequency is an extrapolation, and a poor one. In the monatomic lattice, whose band ends at $\omega^2=12K/M$, the exact rate averaged over modes of equal frequency is about 0.67 of equation (4) at $\omega^2=3.25K/M$, 0.18 near mid-band and 0.03 near the top. In a lattice of two alternating masses it instead exceeds equation (4), by a factor of about 2.7 near the top of the acoustic band. Results below that depend on high-frequency disorder scattering are properties of the $\omega^4$ model only. Weighting collisions by $1-\cos\theta$, as momentum loss would require, adds $2m\alpha/3$ to $S^2$. I shall return to the size of that correction.

**Q:** How does this apply to zirconia? Could yttrium's different mass be doing the work instead?

**A:** For $\mathrm{Zr}_{1-x}\mathrm Y_x\mathrm O_{2-y}$, charge neutrality requires $4(1-x)+3x=2(2-y)$, hence $y=x/2$. There are three sites per formula unit, so the vacancy fraction per site is $c=x/6$. For $x=0.15$ it is 0.025.

I carry $\alpha$ over from the cubic lattice as an estimate and put $m=M_{\rm O}/\bar M=15.999/40.958=0.391$, where $\bar M$ is the mean site mass with all oxygen sites filled. Then
$$S^2=0.391^2+\frac{2.531^2}{3}=2.29,\qquad
\Gamma_{\rm vac}=0.025\times2.29=0.057.$$

For randomly placed yttrium, the scattering comes from the mass variance. A cation site has variance $x(1-x)(M_{\rm Y}-M_{\rm Zr})^2$, and cations occupy one third of the sites:
$$\Gamma_{\rm Y}=\frac{x(1-x)}3\left(\frac{M_{\rm Y}-M_{\rm Zr}}{\bar M}\right)^2
=1.4\times10^{-4}.$$
The vacancy term is about 420 times larger. This comparison excludes the strain and force-constant changes around yttrium. Within it, yttrium matters through the vacancies it introduces, not through its mass.

**Q:** Then suppose vacancy scattering is very strong. Does the conductivity become independent of temperature?

**A:** Not with equation (2) alone. Take the classical limit and insert the path into equation (1). One factor $\omega^2$ cancels:
$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{d\omega}{BT+A\omega^2}.$$
Substitute $\omega=\sqrt{BT/A}\,s$ and define
$$u=\omega_D\sqrt{\frac{A}{BT}}.$$
Then
$$\kappa=\frac{k_B}{2\pi^2v\sqrt{ABT}}\int_0^u\frac{ds}{1+s^2}
=\kappa_{\rm pure}\frac{\arctan u}{u},\qquad
\kappa_{\rm pure}=\frac{k_B\omega_D}{2\pi^2vBT}. \tag{5}$$

Measure the temperature dependence by $n=-d\ln\kappa/d\ln T$. From equation (5),
$$\ln\kappa=-\ln T-\ln u+\ln\arctan u+\text{constant}.$$
Because $u\propto T^{-1/2}$, $d\ln u/d\ln T=-1/2$. Also,
$$\frac{d\ln\arctan u}{d\ln u}=\frac{u}{(1+u^2)\arctan u}.$$
Combining these derivatives gives
$$n=\frac12\left[1+\frac{u}{(1+u^2)\arctan u}\right]. \tag{6}$$
Weak disorder, $u\to0$, gives $n\to1$. Strong disorder, $u\to\infty$, gives $n\to1/2$. The second term is positive, so at finite $u$ the exponent stays above one half.

**Q:** But in that strong limit nearly all modes are controlled by disorder. Where does the remaining temperature dependence come from?

**A:** It comes mainly from the few that are not. The two rates cross at $\omega_\times=\sqrt{BT/A}=\omega_D/u$. Since the number of modes below a frequency grows as its cube, a fraction $u^{-3}$ lies below the crossover. Their share of the heat follows from stopping the integral at $s=1$:
$$\frac{\arctan1}{\arctan u}=\frac{\pi/4}{\arctan u}\longrightarrow\frac12 .$$

So a vanishing fraction of modes carries half the heat. Disorder falls so steeply towards low frequency that these modes keep long paths, and umklapp sets their length. In a numerical limit with the vacancy strength multiplied by $10^5$, they carry 50.1% of the heat and $n=0.501$.

**Q:** What would produce a still flatter curve?

**A:** One possibility is modes whose transport no longer responds to an increase in scattering. Another is a temperature-independent scattering rate that stays large at low frequency, as boundaries a few nanometres apart would give (with the parameters used below, spacings of 100 nm or more change the exponent little). I follow the first. A path shorter than the atomic spacing has little meaning as a distance between collisions. I represent this by
$$\ell=\max(v\tau,\delta). \tag{7}$$
This is a crude replacement for a theory of heat exchange between strongly disordered vibrations, but it isolates the consequence of saturation.

The floor begins at $\omega_0$, where $v\tau=\delta$:
$$A\omega_0^4+BT\omega_0^2=\frac v\delta .$$
This is a quadratic equation in $\omega_0^2$, whose positive root is
$$\omega_0^2=\frac{-BT+\sqrt{(BT)^2+4Av/\delta}}{2A}. \tag{8}$$
If the root exceeds $\omega_D^2$, no mode is at the floor and $\omega_0$ is replaced by $\omega_D$. Splitting the classical integral at $\omega_0$ gives
$$\kappa=\frac{\kappa_{\rm pure}}u\arctan\!\left(\frac{u\omega_0}{\omega_D}\right)
+\frac{k_B\delta}{6\pi^2v^2}(\omega_D^3-\omega_0^3). \tag{9}$$
The second term depends on temperature through $\omega_0$ alone. If all modes were at the floor, inserting $\omega_D^3=6\pi^2v^3/\delta^3$ would give $\kappa=k_Bv/\delta^2$, with no classical temperature dependence.

**Q:** Please put numbers into this. Are bare vacancies strong enough?

**A:** Take round parameters $\delta=0.22$ nm and $v=4000$ m/s. They give $\omega_D=7.09\times10^{13}$ rad/s, a Debye temperature of 541 K and an all-floor conductivity of 1.14 W/(m K). Choose $B$ so that the classical, disorder-free and floor-free conductivity is 8 W/(m K) at 300 K. This gives $B=5.16\times10^{-18}$ s/K, while equation (4) gives $A=7.57\times10^{-43}$ s³.

At 1200 K,
$$u^2=\frac{A\omega_D^2}{BT}
=\frac{7.57\times10^{-43}(7.09\times10^{13})^2}
{5.16\times10^{-18}\times1200}\simeq0.61.$$
Even at the cutoff, where disorder is relatively strongest, umklapp is faster. Bare vacancies therefore control none of the modes at this temperature. At 300 K, $u^2$ is four times larger, $u\simeq1.57$, and the $\omega^4$ law lets them control $1-u^{-3}\simeq74\%$ of modes; the other 26% carry about 80% of the heat. This 74% is a product of the extrapolation. At the cutoff equation (4) implies a cross section of $42\,\delta^2$, whereas the isotropic and $\cos\theta$ channels cannot exceed $4\pi/k^2$ and $12\pi/k^2$, together about $3.3\,\delta^2$. With the exact rate of the monatomic lattice and the same vacancy fraction, disorder stays below about 0.6 of the umklapp rate throughout the band even at 300 K.

The momentum-loss correction raises $S^2$ by $2(0.391)(2.531)/3\simeq0.66$, to about 2.9. It raises $u^2$ at 1200 K to about 0.8, still below one. With these parameters, and with the vacancies treated as bare, independent scatterers, the premise of your explanation fails well before 1200 K, and near room temperature it holds only if the $\omega^4$ law is trusted up to the cutoff. It therefore cannot account for a flat curve over the whole range in this model.

**Q:** My curve is flat nevertheless. What happens if the real disorder is stronger?

**A:** Relaxed ions around vacancies and correlations between defects could strengthen it. I have not calculated those effects, so I multiply $\Gamma_{\rm vac}$ by 10 or 100 as an input. These values lie outside the dilute theory used for equation (4); they show what effective strength would do, not what zirconia has.

For the factor 10 at 300 K, $u\simeq4.96$. Equation (8) gives $\omega_0/\omega_D\simeq0.54$, so about 84% of modes are at the floor. The two terms of equation (9) are
$$\frac{8}{4.96}\arctan(4.96\times0.537)\simeq1.96,\qquad
1.14(1-0.537^3)\simeq0.96,$$
in W/(m K). At 1200 K, $u\simeq2.48$ and $\omega_0/\omega_D\simeq0.49$; the terms become 0.71 and 1.01. The long-path part falls by almost a factor of three, while the floor part rises slightly because more modes join it.

With quantum heat capacities included, the full model gives:

| Disorder | $\kappa$, 300 K | $\kappa$, 1200 K | mean $n$ |
|---|---:|---:|---:|
| none | 7.34 | 2.15 | 0.89 |
| bare vacancies | 4.87 | 2.02 | 0.64 |
| factor 10 | 2.74 | 1.71 | 0.34 |
| factor 100 | 1.64 | 1.40 | 0.115 |

Conductivities are in W/(m K), and the mean exponent is $\ln[\kappa(300)/\kappa(1200)]/\ln4$. Yttrium's mass alone leaves the first row almost unchanged, with mean $n=0.89$. The digits depend on two model choices. Capping the vacancy cross sections at $4\pi/k^2$ and $12\pi/k^2$ turns the bare-vacancy row into 5.57, 2.02 and 0.73. A floor of $\delta/2$ gives mean exponents 0.94, 0.75, 0.47 and 0.23 for the four rows, and a floor of $2\delta$ gives 0.65, 0.43, 0.19 and 0.02; the ordering survives, the values do not. With $B$ fixed as above, a curve as flat as the last row needs much stronger effective disorder than bare vacancies provide in this model. At 1200 K the chosen umklapp rate alone already puts 55% of the modes at the floor, but they carry less than a third of the heat. Much stronger umklapp scattering could bring the heat-carrying modes to the floor over the whole range and flatten the curve, but it would lower the conductivity of the disorder-free crystal as well.

**Q:** How do you know that the floor causes the flattening, rather than quantum heat capacity?

**A:** By differentiating equation (1). For a mode above the floor, $\ell=v/(R_D+R_U)$, where $R_D=A\omega^4$ and $R_U=BT\omega^2$. Only $R_U$ depends on temperature, in proportion to $T$, so
$$-\frac{d\ln\ell}{d\ln T}=\frac{R_U}{R_D+R_U}.$$
For a mode at the floor this derivative is zero. The moving boundary $\omega_0$ adds nothing, since $\ell$ has the same value on its two sides.

The heat capacity is $c=(y/2)^2/\sinh^2(y/2)$, with $y=\hbar\omega/k_BT$. Differentiating its logarithm and using $d\ln y/d\ln T=-1$ gives
$$\frac{d\ln c}{d\ln T}=y\coth\frac y2-2.$$
If angle brackets now denote an average weighted by each mode's contribution to $\kappa$, then
$$n=\left\langle\frac{R_U}{R_D+R_U}\right\rangle_{\text{floor}=0}
-\left\langle y\coth\frac y2-2\right\rangle. \tag{10}$$
The subscript means that floor modes count as zero in the first average. This identity was tested against direct numerical differentiation of $\kappa$.

At 600 K and factor 10, it reads $0.351=0.394-0.043$. Here heat capacity makes a small correction. Removing effects one at a time says the same for this factor: over 300–1200 K the classical mean exponent is 0.60 without the floor and 0.38 with it; quantum heat capacity lowers it further to 0.34. For factor 100 the floor lowers the classical exponent from 0.53 to 0.18, and heat capacity then lowers it to 0.115. The floor is still the larger effect, but the heat-capacity correction is no longer small compared with the exponent itself. At the chosen umklapp strength, the floor without disorder is not enough either, since it gives 0.94 classically.

**Q:** So may I still say that disorder controls most modes?

**A:** For factor 10, and within the $\omega^4$ form, yes: it is the faster process for 99% of modes at 300 K and 93% at 1200 K. Yet the remaining modes carry 46% and 37% of the heat. Their number rises on heating while their heat share falls. Below $\omega_\times$ the classical contribution is $(\pi/4)\kappa_{\rm pure}/u$, which varies as $T^{-1}T^{1/2}=T^{-1/2}$ and halves between these temperatures. The total falls less because of the floor.

The defensible statement is therefore conditional: vacancy-related disorder gives a weak temperature dependence if it is strong enough to bring the modes carrying much of the heat close to a temperature-independent transport limit.

**Q:** What would change for a porous coating, or outside this temperature range?

**A:** Suppose the pores are insulating, fixed in shape and much larger than the phonon paths. For a small temperature difference across the sample, $\kappa$ is nearly uniform in the solid and the steady heat equation is linear. The effective conductivity is then $\kappa$ times a geometric factor. That factor has no temperature dependence, and $n$ is unchanged. Pores comparable with the paths would add boundary scattering, mainly affecting the long-path modes. Radiation through the coating would add a separate channel. Neither is included here.

Well below half the Debye temperature, the linear umklapp law and the classical limits fail. Real optical branches also have speeds and couplings that three Debye branches cannot represent. A flat measured curve is therefore consistent with nearly saturated transport, but flatness alone establishes neither the saturation nor bare vacancies as its cause. The numerical output below gives the intermediate temperature and the remaining cases.

## Numbers as computed

```
Y fraction of cations x = 0.15
vacancies per lattice site = 0.0250
vacant fraction of oxygen sites = 0.0375
masses O, Y, Zr = 15.999, 88.906, 91.224 u
mean site mass = 40.958 u
static pair response g = 0.20984
alpha from g = 2.5311; from network = 2.5299
exact/Rayleigh rate, removed atom and mass defect:
  at E=0.04: 0.9982, 0.9989
  long-wave limit: 0.9999, 1.0000
vacancy strength S2 = 2.2881
Gamma vacancies = 0.05720; Y mass = 1.361e-04
Gamma ratio vacancies/Y mass = 420
spacing = 0.22 nm; speed = 4000 m/s
classical pure kappa at 300 K = 8.0 W/(m K)
Debye frequency = 7.0869e+13 rad/s
Debye temperature = 541.3 K
A for vacancies x1 = 7.5736e-43 s^3
B = 5.1634e-18 s/K
classical all-floor kappa = 1.141 W/(m K)
kappa at 300, 600, 1200 K in W/(m K), with floor, quantum heat:
  no disorder: 7.341, 3.912, 2.147
  Y mass only: 7.328, 3.908, 2.146
  vacancies x1: 4.873, 3.113, 2.019
  vacancies x10: 2.737, 2.153, 1.707
  vacancies x100: 1.638, 1.526, 1.397
mean n, 300-1200 K: full; classical+floor; classical no floor
  no disorder: 0.887; 0.944; 1.000
  Y mass only: 0.886; 0.943; 0.999
  vacancies x1: 0.636; 0.675; 0.797
  vacancies x10: 0.341; 0.382; 0.604
  vacancies x100: 0.115; 0.179; 0.531
disorder-ruled modes; heat in other modes (percent), full model:
  x1, 300 K: 74.01; 79.88
  x1, 1200 K: 0.00; 100.00
  x10, 300 K: 99.18; 46.20
  x10, 1200 K: 93.43; 37.12
  x100, 300 K: 99.97; 24.47
  x100, 1200 K: 99.79; 14.35
local n at 600 K = umklapp part - heat-capacity part:
  x1: 0.665 = 0.703 - 0.039
  x10: 0.351 = 0.394 - 0.043
  x100: 0.126 = 0.184 - 0.058
strong limit, no floor: n = 0.5009
  heat in umklapp-ruled modes = 50.10 percent
```
